# Why finite-range cluster expansions miss coherency energy in long-period superlattices

A strained-layer superlattice is grown with $n$ atomic layers of compound A, then $n$ of B, and so on. The compounds have different natural lattice constants but share one in-plane lattice constant, so every layer is strained throughout its thickness. Making the layers thicker dilutes the interfaces but not the strain. The energy per atom therefore tends to a positive value, the coherency energy, which depends on the orientation of the layers.

A cluster expansion of finite range, fitted to small ordered cells, predicts instead that this energy vanishes. Part of the failure is a missing constant, which is easily supplied. The directional part cannot be supplied by any finite range.

## What a finite-range expansion must predict

Let $p_i=1$ on a B site and $0$ on an A site, and let $x$ be the mean of $p_i$. Energies are per mixed site, relative to A and B each relaxed alone. A cluster expansion sums terms $V_\alpha\langle\prod_{i\in\alpha}p_i\rangle$, where the average runs over all placements of cluster $\alpha$.

Suppose the outermost sites of the cluster lie $m_\alpha$ atomic planes apart along the layer normal, with $m_\alpha\le n$. Its first plane has $2n$ possible positions in the period. The product equals 1 only if the whole cluster lies inside B, which happens in $n-m_\alpha$ positions. Pure B gives 1 and pure A gives 0, so the reference at $x=\tfrac12$ is $V_\alpha/2$. The contribution to the formation energy is

$$V_\alpha\left[\frac{n-m_\alpha}{2n}-\frac12\right]=-\frac{m_\alpha V_\alpha}{2n}.$$

Summing over clusters,

$$E_n^{\rm CE}=\frac{s}{n},\qquad s=-\frac12\sum_\alpha m_\alpha V_\alpha .$$

This holds for pairs and many-body clusters alike, once each layer is at least as thick as the longest cluster. Such an expansion contains interface energy and nothing else.

## The same conflict in wavevectors

Assume that the mismatch is small enough for a harmonic energy and that A and B are equally stiff. Chemical energy is left out. Write $p_{\mathbf k}$ for the Fourier amplitudes of the composition. Translation symmetry separates the wavevectors, and for each one the energy is

$$\mathbf u^\dagger D\mathbf u-(\mathbf u^\dagger\mathbf f\,p_{\mathbf k}+\text{c.c.})+g_0|p_{\mathbf k}|^2,$$

where $\mathbf u$ holds the atomic displacements, $D$ their stiffness, $\mathbf f$ the forces caused by size mismatch, and $g_0$ the unrelaxed energy. Setting the derivative with respect to $\mathbf u^\dagger$ to zero gives $\mathbf u=D^{-1}\mathbf f\,p_{\mathbf k}$. Substituting it back,

$$E=\sum_{\mathbf k\ne0}J(\mathbf k)|p_{\mathbf k}|^2,\qquad J=g_0-\mathbf f^\dagger D^{-1}\mathbf f .$$

The term at $\mathbf k=0$ is absent because a uniform composition relaxes by a uniform strain at no cost. Since $p_i^2=p_i$, the sum of $|p_{\mathbf k}|^2$ over all $\mathbf k$ is $x$. Removing the $\mathbf k=0$ part, $x^2$, leaves $x(1-x)$.

For the superlattice, the wavevectors along the normal are labelled by an integer $j$, with phase $\pi j/n$ per layer. Apart from $j=0$, only odd $j$ contribute. Summing the geometric series over the B layers gives

$$|p_j|^2=\frac{1}{4n^2\sin^2(\pi j/2n)}\;\longrightarrow\;\frac{1}{\pi^2j^2}\quad(n\to\infty).$$

The waves $j=\pm1$ then carry $2/\pi^2$ of the total $1/4$, or 81%. Each fixed $j$ moves towards $\mathbf k=0$ as $n$ grows, and the remaining tail is small. A long period therefore measures $J$ as $\mathbf k\to0$ along the layer normal.

A pair expansion with $V_{\mathbf R}=V_{-\mathbf R}$ gives, after subtraction of the pure phases,

$$J_{\rm CE}(\mathbf k)=\sum_{\mathbf R}V_{\mathbf R}\,[\cos(\mathbf k\cdot\mathbf R)-1].$$

A finite sum of this kind is continuous and vanishes at $\mathbf k=0$. The same is true of an infinite sum if $\sum|V_{\mathbf R}|$ converges, because convergence is then uniform. A true $J$ with a different limit in each direction thus cannot come from absolutely summable pair interactions.

## The elastic limit

At long wavelength the lattice is an elastic continuum. Let B be larger than A by the relative misfit $\eta$, so that composition $p$ has natural strain $\eta p\,\delta_{ij}$. A displacement wave along the unit vector $\hat{\mathbf n}$ can only produce strains of the form $\eta p\,(n_iw_j+n_jw_i)/2$, with $\mathbf w$ free. This restriction expresses coherency: no strain within the wave planes can follow the composition.

The elastic strain is the actual strain minus the natural one. For a cubic crystal the strain $\delta_{ij}$ corresponds to the stress $K\delta_{ij}$, with $K=C_{11}+2C_{12}$. The energy density per $\eta^2|p|^2$ is therefore

$$\tfrac12\left[\mathbf w\cdot\Gamma\mathbf w-2K\,\hat{\mathbf n}\cdot\mathbf w+3K\right],\qquad \Gamma_{ik}=\sum_{jl}C_{ijkl}n_jn_l .$$

The minimum lies at $\mathbf w=K\Gamma^{-1}\hat{\mathbf n}$ and equals

$$Y(\hat{\mathbf n})=\tfrac12\left[3K-K^2\,\hat{\mathbf n}\cdot\Gamma^{-1}\hat{\mathbf n}\right].$$

With volume $v$ per mixed site, $J\to v\eta^2Y$ and

$$E_{\rm cs}(\hat{\mathbf n})=x(1-x)\,v\,\eta^2\,Y(\hat{\mathbf n}).$$

The cubic $\Gamma$ has diagonal elements $C_{44}+(C_{11}-C_{44})n_i^2$ and off-diagonal elements $(C_{12}+C_{44})n_in_k$. Along [001], [110] and [111], $\hat{\mathbf n}$ is an eigenvector, with eigenvalue $C_{11}$, $(C_{11}+C_{12}+2C_{44})/2$ and $(K+4C_{44})/3$ respectively. Dividing by the eigenvalue gives, for two of them,

$$Y_{001}=\tfrac12K\left(3-\frac{K}{C_{11}}\right)=K\left(1-\frac{C_{12}}{C_{11}}\right),\qquad Y_{111}=\tfrac12K\left(3-\frac{3K}{K+4C_{44}}\right).$$

If $C_{11}-C_{12}=2C_{44}$, the eigenvalue is $C_{11}$ for every normal. The direction dependence disappears, but $Y$ remains positive. The jump between $\mathbf k=0$ and $\mathbf k\to0$ is thus separate from the anisotropy.

## What a composition term can repair

Add a function $g(x)$ that vanishes for the pure phases. Choosing $g=\lambda x(1-x)$ adds the same $\lambda$ to $J_{\rm CE}$ at every $\mathbf k\ne0$. This repairs the isotropic case.

In an anisotropic crystal at fixed $x$, the expansion still tends to one number $L=g(x)$ for all orientations. The triangle inequality gives

$$E_{111}-E_{001}\le|E_{111}-L|+|L-E_{001}|,$$

so at least one of the two errors is half the difference or more. Longer range and more clusters do not lower this bound.

A single orientation poses no such conflict. In the example below, the true energies at $n=32$ and $64$ follow $E_{\rm cs}+s/n$, with $s$ constant to within $10^{-4}E_{\rm cs}$. One constant and one interface energy suffice there. The conflict arises when one expansion must serve several orientations.

## How large the error is

The example is a zincblende crystal with one mixed sublattice. Its valence force field (Keating form) has lattice constant $a=0.55$ nm, bond stretching 45 N/m, bond bending 10 N/m and misfit 4%. The elastic constants are $C_{11}=136.4$, $C_{12}=63.6$ and $C_{44}=59.5$ GPa, and $v=a^3/4=0.04159$ nm³. Along [001],

$$E_{\rm cs}=\tfrac14(0.04159\times10^{-27}\,\text{m}^3)(0.04)^2(140.6\times10^9\,\text{Pa})=2.34\times10^{-21}\,\text{J}=14.6\ \text{meV}.$$

The values for [110] and [111] are 18.4 and 19.5 meV. None of 2000 random normals gave a value outside the range from [001] to [111]. The smallest possible worst-case error with $g(x)$ is therefore $(19.48-14.60)/2=2.44$ meV.

Pair expansions with 30 shells of symmetry-equivalent vectors, reaching 1.94 nm, were fitted by least squares to $J(\mathbf k)$ on a uniform $16\times16\times16$ mesh over the Brillouin zone. Energies are in meV per mixed site, given as [001] / [111]:

| $n$ | true | pairs | pairs + $g(x)$ |
|---|---|---|---|
| 2 | 14.1 / 19.5 | 14.4 / 18.4 | 14.4 / 19.5 |
| 8 | 14.5 / 19.5 | 10.3 / 10.3 | 16.7 / 18.1 |
| 32 | 14.6 / 19.5 | 2.6 / 2.6 | 17.6 / 18.0 |

At $n=2$ both fits are within about 1 meV, so agreement on short periods gives no warning. The range spans seven [001] layers. Beyond that the plain expansion halves whenever $n$ doubles, as derived. With $g(x)$ both orientations approach 18.0 meV, which is 3.4 meV or 23% too high for [001]. This exceeds the bound because least squares does not minimise the worst error. The figure is sensitive to the mesh: with 32 points along each axis the limit is 17.4 meV and the error 19%, and finer meshes settle at 17.3 meV and about 18.5%. On those meshes the last column of the table falls by about 0.3 meV at $n=8$ and 0.5 to 0.6 meV at $n=32$, while the plain pair column moves by about 0.1 meV at most.

More range does not cure it. With 4, 12 and 30 shells the worst long-period error among the three orientations is 32%, 19% and 23% of the true value (32%, 18% and 19% on the finer mesh). Raising the bending constant to 45 N/m makes the same crystal elastically isotropic. Its coherency energy is 34.0 meV for all normals, and the corresponding errors are 2.5%, 0.3% and 0.5% on the coarser mesh (2.4%, 0.4% and 0.2% on the finer one). The control keeps the jump and removes the anisotropy, which identifies anisotropy as the cause of the persistent error.

## Relation to real superlattices

The parameters are round values in the rough regime of GaAs/GaP layers, not a fit to either compound. The energies above assume that the layers are free to choose their common in-plane lattice constant. A thick substrate that imposes the constant of A roughly doubles the long-period values at $x=\tfrac12$; for short periods the factor can be larger (2.5 for [110] at $n=2$). Coherency itself can also fail. In a [001] superlattice a dislocation threading a layer of thickness $h$ can glide and leave a misfit line at each interface. In isotropic elasticity, with shear modulus $G$, Poisson ratio $\nu$ and layer strain $\eta/2$, the driving force balances two line tensions when

$$\frac{2G(1+\nu)}{1-\nu}\,\frac{\eta}{2}\,hb\cos\lambda=2\,\frac{Gb^2(1-\nu\cos^2\theta)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right].$$

Here $b$ is the Burgers length, $\theta$ the angle between Burgers vector and line, and $\lambda$ the angle that projects the Burgers vector onto the misfit direction. Cancelling common factors and setting $\cos\theta=\cos\lambda=\tfrac12$ for 60-degree dislocations,

$$h=\frac{b(1-\nu/4)}{\pi\eta(1+\nu)}\left[\ln\frac hb+1\right].$$

With $b=0.389$ nm and $\nu=0.318$ the solution is $h\approx9$ nm, or about 32 layers. Cancelling the shear modulus is exact only in an isotropic crystal. With the cubic elastic constants of the example in both the driving force and the line tension, the same balance gives about 12 nm, or 44 layers. Both are equilibrium estimates; slow dislocation formation can preserve coherency in thicker layers. Once dislocations relieve the strain, $E_{\rm cs}$ is no longer the right target.

Other corrections are smaller. Making B 10% stiffer and A 10% softer lowers the energy by about 1% at $n=8$. An assumed thermal-expansion difference of $10^{-6}$/K over 600 K, if it adds to the misfit, raises it by 3%. Nonlinear relaxation at $n=8$ changes it by less than 0.03%. This small value is partly special to the example: with equal layers and equal stiffness, exchanging A and B only shifts the superlattice, so the energy is even in $\eta$ and the cubic term cancels. Real compounds lack this exact symmetry, and their correction can be larger. At 900 K the ideal mixing term $k_BT\ln2$ is 54 meV, larger than any coherency energy here. It favours the disordered alloy, whose own energy is not calculated here, so the coherency energies alone do not decide which state is stable.

## What to do in practice

- **Test for the fault.** Evaluate the fitted expansion at $n$ and $2n$, with layers thicker than its range. Without a composition term, its formation energy, measured from the expansion's own values for pure A and B, must halve. Compare it with coherency energies calculated directly for at least two orientations.
- **Use a constant where it is enough.** For one orientation at one composition, or for a nearly isotropic crystal, a composition term restores the long-period limit.
- **Otherwise separate the directional part.** Subtract $v\eta^2Y(\hat{\mathbf k})$ from $J(\mathbf k)$ near $\mathbf k=0$, with a smooth cutoff at larger $|\mathbf k|$. The remainder tends to zero from every direction, so a finite-range expansion can represent it there. Add the directional term back in reciprocal space when evaluating a structure.
- **Obtain that part from the constituents.** Strain bulk A and bulk B to a common in-plane cell, relax the remaining strains and the atomic positions of each, and minimise the weighted sum over that cell. This needs only small cells and includes unequal stiffness and anharmonicity at the chosen level of theory.
- **Validate on withheld superlattices.** Include several orientations and periods longer than the fitted range, and keep the layers thin enough to remain coherent.

The energies obtained on the $16\times16\times16$ mesh are listed in the numerical output below.

## Computed values

```
lattice constant 0.55 nm; misfit 4.0 %
stretch 45 N/m; bend 10 N/m
C11 136.4, C12 63.6, C44 59.5 GPa
volume per mixed site 0.04159 nm^3
Energies below: meV per mixed site, x = 1/2
[001] Y 140.6 GPa; coherency energy 14.60 meV
[110] Y 177.6 GPa; coherency energy 18.44 meV
[111] Y 187.6 GPa; coherency energy 19.48 meV
[001] interface term n*(E_n - E_cs) -0.96 meV
[110] interface term n*(E_n - E_cs) -11.40 meV
[111] interface term n*(E_n - E_cs) 0.08 meV
least worst-case error of any CE + g(x): 2.44 meV
fitted CE: 30 pair stars, range 1.94 nm
n layers of A, n of B: energies along [001] and [111]
n= 2 true        14.12   19.53 meV
n= 2 CE          14.39   18.44 meV
n= 2 CE + g(x)   14.37   19.47 meV
n= 4 true        14.36   19.50 meV
n= 4 CE          15.38   19.18 meV
n= 4 CE + g(x)   14.66   18.43 meV
n= 8 true        14.48   19.49 meV
n= 8 CE          10.30   10.26 meV
n= 8 CE + g(x)   16.67   18.06 meV
n=16 true        14.54   19.49 meV
n=16 CE           5.15    5.13 meV
n=16 CE + g(x)   17.32   18.02 meV
n=32 true        14.57   19.49 meV
n=32 CE           2.57    2.56 meV
n=32 CE + g(x)   17.64   17.99 meV
CE + g(x), infinite period: 17.97 meV
isotropic control: bend = stretch = 45 N/m
control coherency energy 33.99 meV, all normals
Long-period error of CE + g(x): example (worst), control
 4 stars: 32.18 %, 2.48 %
12 stars: 19.40 %, 0.34 %
30 stars: 23.05 %, 0.46 %
Neglected effects
[001] n=8 anharmonic change +0.00 %
[001] n=8 stiffness +/-10 %: change -0.98 %
[111] n=8 anharmonic change +0.02 %
[111] n=8 stiffness +/-10 %: change -0.85 %
expansion gap 1e-06 /K, 300-900 K
thermal misfit changes energy by 3.0 %
kT ln2 at 900 K: 53.8 meV
Burgers length 0.389 nm; Poisson ratio 0.318
[001] critical layer 8.9 nm = 32 layers
e14 0.1 C/m^2; relative permittivity 11
[111] piezo field 0.37 MV/cm; energy 0.0177 meV
```
